# Matsubara truncation and bounds on the Eliashberg critical temperature, part 2

We seek the critical temperature \(T_c\) of isotropic Migdal-Eliashberg theory (flat, infinitely wide band), keeping \(N\) positive Matsubara frequencies. Units are \(\hbar=k_B=1\), with energies and temperatures in meV (1 meV is 11.6045 K). With \(\omega_n=\pi T(2n+1)\), \(R_m=\sqrt{\omega_m^2+\Delta_m^2}\), renormalisation \(Z_n\), gap \(\Delta_n\), Coulomb pseudopotential \(\mu^*\) and phonon spectrum \(\alpha^2F\ge0\),
\[ Z_n\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)\frac{\omega_m}{R_m},\qquad Z_n\Delta_n=\pi T\sum_m[\lambda(n-m)-\mu^*]\frac{\Delta_m}{R_m}, \]
\[ \lambda(l)=\int_0^\infty\frac{2\omega\,\alpha^2F(\omega)}{\omega^2+(2\pi Tl)^2}\,d\omega . \]
Here \(\lambda=\lambda(0)\) and \(\lambda\langle\omega^2\rangle=2\int\omega\,\alpha^2F\,d\omega\). An Einstein mode of frequency \(\Omega\) has \(\lambda(l)=\lambda/(1+a^2l^2)\), \(a=2\pi T/\Omega\). In general
\[ \lambda(l)<g/l^2,\qquad g=\lambda\langle\omega^2\rangle/(2\pi T)^2 . \tag{1}\]

To first order in an even gap, with \(n,m\ge0\), \(y_n=\Delta_n/(2n+1)\) and \(x=D^{1/2}y\), the gap equation is \(Sx=x\), where \(S=D^{-1/2}AD^{-1/2}\), \(A_{nm}=\lambda(n-m)+\lambda(n+m+1)-2\mu^*\) and
\[ Z_n(2n+1)=D_n=2n+1+\lambda(0)+2\sum_{l=1}^n\lambda(l). \tag{2}\]
\(S_N\) is the leading \(N\times N\) block of \(S\), \(\rho_N(T)\) its largest eigenvalue, and \(\rho_\infty\) the supremum of \(x^TSx\) over unit vectors. \(T_{c,N}\) and \(T_c\) are the suprema of \(T\) with \(\rho_N>1\) and \(\rho_\infty>1\). With \(K=A-D\), \(\rho>1\) exactly when \(y^TKy>0\) for some \(y\).

For \(\mu^*=0\), \(S\) is positive semidefinite, \(\rho_N<1\) for \(T\ge T_{\rm hi}=\sqrt{\lambda\langle\omega^2\rangle/12}\), and the unit top eigenvector \(x\) of \(S_N\) is positive. With \(s=S_{NN}\), \(d=\rho_N-s\), \(\beta=\sum_{m<N}S_{Nm}x_m\),
\[ \rho_{N+1}-\rho_N\ge\frac{2\beta^2}{d+\sqrt{d^2+4\beta^2}}>0, \tag{4}\]
\[ \rho_N(T\to0)=\frac{2\lambda}{1+\lambda}\sum_{n<N}\frac1{2n+1}. \tag{5}\]
Since \(\rho_N\to\rho_\infty\), once \(T_{c,N}\) exists,
\[ T_{c,N}<T_{c,N+1}\le T_c\le\sqrt{\lambda\langle\omega^2\rangle/12},\qquad T_{c,N}\to T_c . \tag{6}\]
At leading order the error of \(T_{c,N}\) falls as \(N^{-4}\) and is estimated by \((T_{c,N}-T_{c,N/2})/15\).

Power iteration starts from \(x^{(0)}=(1,\dots,1)/\sqrt N\), with \(z=S_Nx^{(k)}\) and \(x^{(k+1)}=z/|z|\), and yields
\[ r_k=x^{(k)T}z\le\rho_N\le U_k=\max_n z_n/x^{(k)}_n . \tag{7}\]
If \(\sigma_2\) is the second eigenvalue, the late errors of \(r_k\) and \(U_k\) shrink per step by \((\sigma_2/\rho_N)^2\) and \(\sigma_2/\rho_N\).

### Worked example

Take the round model \(\Omega=10\) meV, \(\lambda=1.5\), \(\mu^*=0\); the many digits below serve the error analysis, not the physics. The upper bracket is \(\sqrt{1.5\times100/12}=3.536\) meV, and (5) gives \(3/2.5=1.2\) for \(N=1\) and \(1.2\times\tfrac43=1.6\) for \(N=2\), so both have roots. Write \(\lambda_l=\lambda(l)\).

For \(N=1\), \(K_{00}=\lambda+\lambda_1-(1+\lambda)=\lambda_1-1\). Setting \(\lambda/(1+a^2)=1\) gives \(T_{c,1}=\Omega\sqrt{\lambda-1}/2\pi=10\sqrt{0.5}/2\pi=1.1254\) meV.

For \(N=2\), \(K_{01}=\lambda_1+\lambda_2\) and \(K_{11}=\lambda+\lambda_3-(3+\lambda+2\lambda_1)=\lambda_3-3-2\lambda_1\). The top eigenvalue of \(K\) vanishes where the determinant does with both diagonal entries negative:
\[ (\lambda_1-1)(\lambda_3-3-2\lambda_1)=(\lambda_1+\lambda_2)^2 . \]
At \(T=1.59587\) meV, \(\lambda_1,\lambda_2,\lambda_3=0.74797,\,0.29870,\,0.14927\). The left side is \((-0.25203)(-4.34667)=1.0955\) and the right side is \(1.04667^2=1.0955\). In symmetric form, \(D_0=2.5\), \(D_1=5.99593\), \(S_{00}=2.24797/2.5=0.89919\), \(S_{01}=1.04667/\sqrt{2.5\times5.99593}=0.27034\), \(S_{11}=1.64927/5.99593=0.27506\), and \((1-S_{00})(1-S_{11})=0.07308=S_{01}^2\), so 1 is an eigenvalue.

| \(N\) | \(T_{c,N}\) (meV) | \((T_{c,256}-T_{c,N})/T_{c,256}\) |
|---|---|---|
| 1 | 1.12539540 | 33% |
| 2 | 1.59587265 | 5.7% |
| 4 | 1.68215340 | 0.55% |
| 8 | 1.69088677 | 0.035% |
| 16 | 1.69143986 | \(2.0\times10^{-5}\) |
| 32 | 1.69147177 | \(1.2\times10^{-6}\) |
| 64 | 1.69147369 | \(7\times10^{-8}\) |
| 256 | 1.69147381 | |

The increments from 16 to 32 and from 32 to 64 are \(3.191\times10^{-5}\) and \(1.92\times10^{-6}\) meV, a ratio of 16.6 against the asymptotic 16. The estimate for \(N=32\) is \(3.191\times10^{-5}/15=2.13\times10^{-6}\) meV, and the distance to \(T_{c,256}\) is \(2.04\times10^{-6}\) meV. Each entry is a lower bound; the \(N^{-4}\) law then places \(T_c\) at 1.6915 meV \(=0.1691\,\Omega\), or 19.63 K, which is 0.478 of \(T_{\rm hi}\).

At \(T=1.6\) meV and \(N=32\), the intervals \([r_k,U_k]\) are \([0.2233,1.4001]\), \([0.8578,1.1167]\) and \([1.0164,1.0542]\) for \(k=0,1,2\). The third excludes 1, so three matrix-vector products decide the point, although \(\rho_{32}=1.02825\) is not yet resolved. The late error of \(r_k\) shrinks by 0.0877 per step, against \((0.30465/1.02825)^2=0.0878\). The excess \(U_k-\rho_{32}\) goes from \(2.20\times10^{-4}\) at \(k=6\) to \(1.97\times10^{-5}\) at \(k=8\), a similar factor in two steps.

The gap follows from \(\Delta_n=(2n+1)x_n/\sqrt{D_n}\): \(\Delta_n/\Delta_0=0.750,\,0.465,\,0.292\) for \(n=1,2,3\) and 0.037 for \(n=10\), positive throughout. As an independent test, the nonlinear equations with both sums cut at 200 positive and 200 negative frequencies (so that \(Z_n\) is the truncated one of the next section, which raises the root by about \(3\times10^{-5}\) in relative terms) give \(\Delta_0=0.997,\,1.396,\,1.694\) meV at 0.98, 0.96 and 0.94 of \(T_c\); a quadratic fit of \(T\) in \(\Delta_0^2\) reaches zero gap at 1.69136 meV, within \(10^{-4}\) of \(T_c\) in relative terms, and at \(1.03\,T_c\) the gap decays. The last digit of these gaps depends on the cut: with the tail of \(Z_n\) restored they are 0.996, 1.396 and 1.693 meV and the fit gives 1.69131 meV. The remaining distance to \(T_c\) is the error of the fit, since points at 0.995, 0.99 and 0.985 of \(T_c\) then give 1.69147 meV. For a Debye spectrum \(\alpha^2F=\lambda\omega^2/\omega_D^2\) for \(\omega<\omega_D\) and zero above, with \(\lambda=0.8\), \(\omega_D=20\) meV, (5) gives \(1.6/1.8=0.889\) at \(N=1\), which has no root, and \(N=2,4,8,16,64\) give 0.768, 1.035, 1.078, 1.0824 and 1.0827 meV. The numerical check computes the transition temperatures and gaps quoted in this section.

### A truncated renormalisation sum

Suppose the sum for \(Z_n\) is restricted to \(-N\le m\le N-1\). The positive frequencies give \(\lambda(0)+\sum_1^n\lambda+\sum_1^{N-1-n}\lambda\), and the negative ones give \(-\sum_{n+1}^{n+N}\lambda=\sum_1^n\lambda-\sum_1^{n+N}\lambda\). Adding,
\[ D_n^{\rm cut}=D_n-\sum_{l=N-n}^{N+n}\lambda(l). \]
The diagonal now depends on \(N\), so the blocks are not nested. It is also smaller, so \(K\) gains a positive diagonal and the root lies above \(T_{c,N}\): part of the pair-breaking by mass renormalisation has been removed. For \(N=1\), \(K_{00}=\lambda+\lambda_1-(1+\lambda-\lambda_1)=2\lambda_1-1\), with root \(\Omega\sqrt{2\lambda-1}/2\pi=10\sqrt2/2\pi=2.251\) meV, 33% above \(T_c\). At \(N=16\) the root is 0.43% above \(T_c\), where the exact \(D_n\) gives a relative error of \(2\times10^{-5}\).

### Nonzero \(\mu^*\)

The constant \(-2\mu^*\) makes the Matsubara sum depend on a cutoff. On \(N\) rows it adds \(-2\mu^*uu^T\) to the \(\mu^*=0\) matrix \(S^0\), with \(u_n=D_n^{-1/2}\). This subtracts \(2\mu^*(u^Tx)^2\ge0\) and never raises a quotient, so \(T_{\rm hi}\) remains a bracket. Entries far from the diagonal turn negative, and the positive eigenvector, the bound \(U_k\) and the strictness in (4) lose their proofs.

The iteration needs a shift. Since \(S^0\) is semidefinite and \((u^Tx)^2\le u^Tu\) for unit \(x\), \(x^TSx\ge-\varsigma\) with \(\varsigma=2\mu^*\sum_{n<N}1/D_n\). Iterating \(S+\varsigma\) and subtracting \(\varsigma\) finds the top eigenvalue if the start overlaps its eigenvector. For \(\mu^*=0.5\), \(N=256\), \(T=1.6915\) meV the unshifted iteration locks on \(-2.3655\), while \(\varsigma=2.654\) gives 0.815, in agreement with dense diagonalisation. A verdict \(r_k>1\) is still certified; a verdict of stability rests on convergence of the residual.

Whether the bounds survive depends on how the cutoff is treated. Padding with zeros needs only symmetry, so \(\rho_N\le\rho_{N+1}\) and \(T_{c,N}\le T_{c,N+1}\) hold whenever \(S_N\) is a block of \(S_{N+1}\). That includes \(\mu^*\) confined to frequencies below a fixed energy, although the number of such rows then jumps with \(T\) and \(\rho_N(T)\) need not be continuous.

It also includes a fixed \(\mu^*\) on all \(N\) rows, but then the limit is the wrong one. Take a unit \(x\) supported on \(n<N_0\) and add a tail \(t_n=-(u^Tx)\,u_n/Q\) on \(N_0\le n<N\), with \(Q=\sum_{N_0}^{N-1}u_n^2\). Then \(u^T(x+t)=0\), so the Coulomb term drops out, and \(|t|^2=(u^Tx)^2/Q\). Using \(t^TS^0t\ge0\) and \(|x^TS^0t|\le\rho^0_\infty|t|\),
\[ \rho_N(\mu^*)\ge\frac{x^TS^0x-2\rho^0_\infty|t|}{1+|t|^2}. \]
As \(D_n-(2n+1)\) is bounded, \(Q\) grows as \(\tfrac12\ln N\) and \(|t|\to0\). So \(\rho_N(\mu^*)\to\rho_\infty^0\), and by the argument for (6), \(T_{c,N}\) tends to the \(\mu^*=0\) value. With \(\mu^*=0.1\), \(N=8,16,\dots,256\) give 1.314, 1.328, 1.345, 1.361, 1.377 and 1.391 meV; the last increment is 0.913 of the one before, not \(1/16\).

When the Coulomb term acts on all \(N\) rows, a result that keeps the repulsion and is insensitive to \(N\) therefore requires \(\mu^*\) to follow the cutoff. (With \(\mu^*\) confined below a fixed energy only a finite block of \(S^0\) is changed at each \(T\), so \(\rho_N\) converges in \(N\) without rescaling, and the result depends on the chosen energy instead.) Compare sizes \(N_1<N_2\), both far above the phonons. In the tail \(N_1\le n<N_2\), at leading order, drop the coupling \(2g/n^2\) to low rows and let \(\sum_m\lambda(n-m)y_m\approx y_n\sum_l\lambda(l)\) cancel the constant in \(D_n\). What remains is \((2n+1)y_n=-2\mu_2Y\), with \(Y\) the sum of all \(y_m\). With \(L=\sum_{N_1}^{N_2-1}1/(2n+1)\), \(Y=Y_{\rm low}-2\mu_2LY\), so \(Y=Y_{\rm low}/(1+2\mu_2L)\). The low rows feel \(2\mu_2Y=2\mu_1Y_{\rm low}\) if
\[ \frac1{\mu_2}=\frac1{\mu_1}-2L . \]
Starting from \(\mu^*(8)=0.1\), \(2L\approx\ln2\) per doubling gives \(1/\mu^*(16)\approx9.307\), or 0.1074, and 0.1530 at \(N=256\). The rule holds only while \(1/\mu^*\) stays positive, here up to \(\ln(N/8)\approx10\) or \(N\approx1.8\times10^5\), so the roots can settle on a plateau but have no strict \(N\to\infty\) limit. Every entry now changes with \(N\), the blocks are not nested, and (6) does not apply. The roots for \(N=8,\dots,256\) are 1.31439, 1.30674, 1.30493, 1.30455, 1.30446 and 1.30445 meV (15.14 K). They fall towards a plateau near 1.3044 meV, so in this example they lie above it, by 0.8% of it at \(N=8\). Over this range the decrements shrink by factors that rise from about 4.2 to about 4.8 per doubling, far less than the 16 found at \(\mu^*=0\), and the factors go on rising, to 8.3 at \(N=4096\), where the root is 1.30444 meV; no rate is derived for this case. The sign has not been derived here, and for other parameters the sequence need not even be monotone: from \(\mu^*(8)=0.3\) the roots fall to 0.76552 meV at \(N=64\) and rise to 0.76556 meV at \(N=128\), where the rule already gives \(\mu^*\approx1.8\) and is close to its breakdown, since \(1/\mu^*\) changes sign near \(N\approx224\).

## Values computed for the example and the checks

```
model: Omega = 10.0 meV, lambda = 1.5; 1 meV = 11.60452 K
upper bracket T_hi = 3.53553 meV = 41.028 K
low-T limit rho_1 = 1.20000
low-T limit rho_2 = 1.60000
Tc_1 = 1.12539540 meV = 13.05967 K
Tc_2 = 1.59587265 meV = 18.51933 K
Tc_3 = 1.66518429 meV = 19.32366 K
Tc_4 = 1.68215340 meV = 19.52058 K
Tc_8 = 1.69088677 meV = 19.62193 K
Tc_16 = 1.69143986 meV = 19.62834 K
Tc_32 = 1.69147177 meV = 19.62871 K
Tc_64 = 1.69147369 meV = 19.62874 K
Tc_256 = 1.69147381 meV = 19.62874 K
at Tc_2: lam(1..3) = 0.74797 0.29870 0.14927
at Tc_2: D0, D1 = 2.50000 5.99593; S00, S01, S11 = 0.89919 0.27034 0.27506
Tc/Omega = 0.169147, Tc/T_hi = 0.4784
at Tc, N=2: rho_N = 0.97423145, Ritz gain = 1.8083e-02, true gain = 1.8232e-02
at Tc, N=8: rho_N = 0.99982616, Ritz gain = 6.6661e-05, true gain = 6.6791e-05
truncation exponent of rho_N (N=64,128,256) = 4.007
Frobenius norm outside block N=4,16,64: 0.3880 0.2117 0.0986
power iteration T = 1.6 meV, N = 32: rho1 = 1.02825224, rho2 = 0.30465
  k=0: Rayleigh = 0.22330561, upper = 1.40011657
  k=1: Rayleigh = 0.85776928, upper = 1.11670717
  k=2: Rayleigh = 1.01640895, upper = 1.05416608
  k=3: Rayleigh = 1.02733604, upper = 1.03614261
  k=4: Rayleigh = 1.02817546, upper = 1.03065927
  k=6: Rayleigh = 1.02825167, upper = 1.02847211
  k=8: Rayleigh = 1.02825224, upper = 1.02827192
error ratio per step = 0.08774, (rho2/rho1)^2 = 0.08778
nonlinear Delta_0 at 0.98,0.96,0.94 Tc = 0.9968 1.3962 1.6936 meV
T where nonlinear gap extrapolates to zero = 1.69136 meV
Delta_n/Delta_0 at Tc, n=1,2,3,10: 0.75003 0.46549 0.29210 0.03663
|rho2/rho1| lambda=1.5: kept 0.3032, dropped 0.2232
|rho2/rho1| lambda=100: kept 0.9581, dropped 0.2291
lambda=100: Tc_32/(Omega sqrt(lambda)) = 0.18210
truncated-Z roots N=1,2,4,16: 2.25079 1.97675 1.79266 1.69877 meV
Debye lambda=0.8, wD=20.0 meV: low-T rho_1 = 0.8889, T_hi = 3.6515 meV
Debye Tc_N N=2,4,8,16,64: 0.76804 1.03531 1.07824 1.08237 1.08266 meV
mu=0.5,N=256,T=Tc: shift 2.6540, unshifted -2.3655, shifted 0.8153
fixed mu=0.1, Tc_N N=8..256: 1.31439 1.32768 1.34485 1.36149 1.37680 1.39078 meV
ratio of last two increments = 0.913
rescaled mu(N): 0.10000 0.10744 0.11609 0.12624 0.13835 0.15302
rescaled Tc_N: 1.314393 1.306741 1.304934 1.304546 1.304463 1.304446 meV
rescaled Tc_256 = 15.1375 K
```
